Why the common-anion rule fails for CdTe/HgTe

**Symmetry fixes the form of the shift**

The valence maximum of a zinc-blende telluride lies at the zone centre Γ and consists mainly of Te 5p orbitals. The common-anion rule follows from this: if two compounds share the anion, their valence maxima should nearly coincide. The rule treats the cation as a spectator, and site symmetry shows where that can fail.

Each Te atom has four cation neighbours at the corners of a tetrahedron. Under the operations of the tetrahedral group, the functions x, y, z transform into one another in the same way as yz, zx, xy. The p orbitals and the three d orbitals called t2 therefore belong to the same representation, and symmetry allows them to mix at Γ. The other two d orbitals, called e, belong to a different representation and cannot mix with p there.

Let E_p be the Te 5p energy, E_d the energy of the filled cation d shell, and Δ = E_p − E_d > 0. Let W be the coupling between a p state and the matching d state, after the d state has been made orthogonal to p. Apart from its part in W, the overlap of the two orbitals is set aside here; the algebra below shows that it enters only at higher order. Reversing the sign of the d orbital then reverses W but cannot change an energy. If the shift δ of the p level can be expanded in W, it is therefore even in W. It also vanishes when W does, so its leading term is quadratic, and the dimension of energy requires

δ = C W²/Δ.

The algebra below gives C = 1. The positive sign means that the d states, lying below, push the p level up. Two tellurides with different d shells are pushed by different amounts, and the difference is a valence-band offset.

This argument yields the p-d contribution to the offset, not the whole offset. It assumes that the Te 5p site energy is the same in both compounds. Any difference in that energy adds to the offset directly, and it also alters Δ and W, which changes the shift itself. Offsets below are positive when HgTe lies higher. HgTe has no positive gap, so its "valence maximum" here means the p-like state Γ8, the fourfold level that spin-orbit coupling makes from the p states.

**The coupling at Γ**

Take a bond from Te to a cation along the unit vector b = (l, m, n). If the interaction depends only on the two atoms, it is symmetric about the bond and has two independent p-d elements. W_σ couples the p and d orbitals that point along the bond. W_π couples the pair with one nodal plane containing the bond, such as p_x and d_xz for a bond along z.

Consider p_x with d_yz, whose angular function is √3 yz in the normalisation where the σ orbital, (3(b·r)² − r²)/2, equals 1 at r = b. The remaining d functions vanish at that point, so the σ amplitude of d_yz is its value there, √3 mn. The σ amplitude of p_x is l. The σ part of the coupling is therefore √3 lmn W_σ.

For the π part, a π orbital has the form √3 (u·r)(b·r), with u a unit vector perpendicular to b. Its gradient at r = b has the perpendicular part √3 u, while the σ function has a gradient along b only and the remaining two d functions have none. The π amplitude of d_yz is thus the perpendicular part of its gradient divided by √3. The gradient is √3 (0, n, m), and its component along b is √3 · 2mn. The π amplitude vector is

(0, n, m) − 2mn b.

Its x component, −2lmn, is its product with p_x. Together,

W(x, yz) = lmn (√3 W_σ − 2 W_π).

The four neighbours lie along (1, 1, 1), (1, −1, −1), (−1, 1, −1) and (−1, −1, 1), each divided by √3. The product lmn equals 1/(3√3) for all four. At Γ every unit cell carries the same phase, so the four contributions add:

W_Γ = 4/(3√3) · (√3 W_σ − 2 W_π) = (4/3) W_σ − (8/(3√3)) W_π.

The same sum applies to the overlap S. The elements with the wrong partner cancel. For p_x with d_xz, for instance, the σ part is √3 l²n and the π part is n − 2l²n. Since l² = 1/3 on every bond, both are proportional to n, which sums to zero.

The role of the tetrahedron is clear from a comparison with octahedral coordination. There each neighbour at b has a partner at −b. A p orbital is odd under inversion and a d orbital is even, so the two contributions cancel at Γ. Away from Γ they carry the phases exp(ik·R) and exp(−ik·R), where R is the full bond vector, and their difference, 2i sin(k·R), need not vanish. The cancellation needs the neighbours at b and −b to be lattice-equivalent, as in rock salt. An inversion centre at the anion site is not enough by itself. In the antifluorite structure the eight neighbours form two tetrahedra on different sublattices, with sums W_Γ and −W_Γ; the odd combination of their d states couples to p, and the second-order push is 2W_Γ²/Δ.

**From coupling to energy shift**

Atomic orbitals on neighbouring atoms overlap, and the overlap must be kept because it is not small here. With H the p-d element of the Hamiltonian, the two-level condition is

(E_p − E)(E_d − E) = (H − E S)².

Measure energy from the Te level, E = E_p + x. The left side becomes (−x)(−Δ − x) = x(x + Δ). On the right, H − E S = (H − E_p S) − xS. The combination

W = H − E_p S

is the coupling of p to the d orbital from which its p part has been subtracted, d − S p. The normalisation of that orbital affects higher orders only. The condition now reads

x(x + Δ) = (W − xS)².

At x = 0 the left side minus the right side is −W², which is negative. For large x the difference grows as (1 − S²)x², which is positive because S² < 1. A positive root therefore exists for any nonzero W, so within this two-level model the upward direction does not rest on perturbation theory.

For the size, expand the square and isolate the term linear in x:

xΔ = W² − 2WSx − x² + S²x².

If W and S are both small, x is of second order. The leading result is x = W²/Δ, so C = 1. Inserting it on the right and keeping fourth-order terms gives

x ≈ (W²/Δ) [1 − 2WS/Δ − W²/Δ²].

W and S have opposite signs in the cases below. The overlap term then raises the shift, while the last term, the usual saturation of level repulsion, lowers it.

The raised state is the antibonding one: to first order it contains the d orbital with amplitude W/Δ, opposite in sign to the overlap. Its bonding partner, mostly d, moves down. Both are filled, so the mixing moves the band edge even though it adds no electrons to the band.

Three limits mark the range of the formula. If d is very deep, Δ → ∞ at fixed W, the shift vanishes and the common-anion rule returns. If the d level lies above p, Δ is negative and the p-like state is pushed down. If Δ → 0, the condition becomes x² = (W − xS)². With W and S of opposite sign its positive root is x = |W|/(1 − |S|), linear in the coupling. Second order therefore fails once |W| is comparable with Δ.

**Numbers for the two tellurides**

The levels come from spherical atoms in the local density approximation with Slater exchange and VWN correlation, def2-TZVP basis sets and scalar-relativistic effective core potentials. The four Te 5p electrons are spread evenly over the three p orbitals. The couplings come from the Kohn-Sham matrix of a Te-cation pair whose density is the sum of the two neutral atoms. In forming W, the p energy is taken from the same pair matrix, separately for the σ and π orientations, so that a constant added to the potential cancels. The denominators use the isolated-atom levels. The bond length is held at 0.280 nm for both compounds.

The Te 5p level is at −6.10 eV. Cd 4d lies at −11.69 eV and Hg 5d at −10.06 eV, so Δ, taken from the unrounded levels, is 5.60 eV for CdTe and 3.97 eV for HgTe. The Hg shell is also wider: its root-mean-square radius is 0.087 nm, against 0.076 nm for Cd. It reaches further into the Te 5p region, and the σ overlap rises from 0.076 to 0.097.

For CdTe, W_σ = −0.991 eV and W_π = 0.508 eV. The opposite signs make the two parts add at Γ:

W_Γ(CdTe) = 1.333 × (−0.991) − 1.540 × 0.508 = −2.10 eV.

For HgTe, W_σ = −1.129 eV and W_π = 0.600 eV, so

W_Γ(HgTe) = 1.333 × (−1.129) − 1.540 × 0.600 = −2.43 eV.

The second-order shifts, evaluated with unrounded inputs, are

δ(CdTe) = 2.105²/5.60 = 0.79 eV,

δ(HgTe) = 2.428²/3.97 = 1.49 eV.

Both maxima rise, HgTe by 0.70 eV more. To see why, write C for CdTe and H for HgTe as subscripts and separate the changes:

δ_H − δ_C = W_C² (1/Δ_H − 1/Δ_C) + (W_H² − W_C²)/Δ_C + (W_H² − W_C²)(1/Δ_H − 1/Δ_C).

The first and third terms combine to W_H²(1/Δ_H − 1/Δ_C), and adding the second recovers the left side. The smaller denominator alone gives 0.33 eV, the larger coupling alone 0.26 eV, and the two acting together a further 0.11 eV. The shallower level and the stronger coupling thus make comparable contributions.

The ratio |W|/Δ is 0.38 for CdTe and 0.61 for HgTe, which is not small. Diagonalising the full problem at Γ, with three p orbitals, five d orbitals and their overlaps, gives shifts of 0.78 and 1.40 eV. The second-order shift of HgTe is 6% too large relative to that result. It does this well because the two corrections in the bracket oppose each other: for HgTe, with S = 0.223, they are +0.27 and −0.37. For CdTe, with S = 0.168, they are +0.13 and −0.14 and nearly cancel. The full offset is 0.62 eV, and the second-order offset exceeds it by 13%. Enlarging the basis to def2-QZVP lowers Cd 4d by 0.03 eV and Hg 5d by 0.01 eV and raises S to 0.173 and 0.226; the couplings, shifts and offsets change by less than 0.01 eV.

**Using the observed depth of the d states**

The local density approximation places semicore d levels too high, because each d electron partly repels itself. Photoemission finds them some 10 to 11 eV below the valence maximum in CdTe and 8 to 9 eV in HgTe; the round values 10.5 and 8.5 eV are used here. These depths already contain the repulsion, so they cannot simply replace Δ.

In an orthonormal basis the condition is x(x + Δ) = W². Its two roots sum to −Δ, so if the upper one is δ, the lower one is −Δ − δ. The distance between them is D = Δ + 2δ. Substituting Δ = D − 2δ gives

δ(D − δ) = W², and hence δ = D/2 − √(D²/4 − W²).

The minus sign is chosen because δ must vanish with W. With the couplings held fixed, the shifts are 0.44 eV for CdTe and 0.76 eV for HgTe, and the offset is 0.32 eV.

This reading assigns the observed depth to the t2 states, which are pushed down. If it is assigned instead to the e states, which do not move at Γ in this model, then D = Δ + δ. With the overlap term dropped, the condition becomes δD = W², giving

δ(CdTe) = 2.105²/10.5 = 0.42 eV,

δ(HgTe) = 2.428²/8.5 = 0.69 eV,

and an offset of 0.27 eV. Keeping the overlap, δD = (W − δS)², gives 0.45 and 0.80 eV and an offset of 0.35 eV. Keeping the overlap in the t2 reading as well, with D the distance between the two roots of x(x + Δ) = (W − xS)², gives 0.45 and 0.81 eV and again an offset of 0.35 eV. The t2 states then move down by only 0.02 eV in CdTe and 0.07 eV in HgTe, because their push is set by H − E_d S = W + ΔS, whose two terms largely cancel. The observed d spectrum contains both kinds of state, and with the overlap kept both readings give about 0.35 eV at these couplings. W was not recomputed for the deeper d shells.

At these fixed couplings the sign of the offset survives the change of d depth, but its size falls from 0.62 eV by a little under half with the overlap kept, and by 48 to 56% with it dropped. The derivative of the second-order shift, −W²/Δ², shows where the sensitivity comes from. Lowering both d levels by 1 eV from their local-density positions reduces δ by about 0.37 eV in HgTe and 0.14 eV in CdTe, to first order in the change. The offset falls by about 0.23 eV. At the observed depths, the form W²/D gives a fall of only about 0.04 eV for each added eV of depth.

**What the two-level picture leaves out**

The following estimates change one item at a time.

*Spin-orbit coupling.* With rough constants of 0.6 eV for Te p, 0.25 eV for Cd d and 0.7 eV for Hg d, multiplying L·S, the full offset falls from 0.62 to 0.57 eV.

*Cation p states.* These lie about 5 eV above Te 5p in both atoms, at −1.19 eV for Cd and −1.15 eV for Hg, and push the valence maximum down. With a round coupling of 2.0 eV in both compounds the offset becomes 0.56 eV. The HgTe maximum, already raised further by its d shell, lies closer to the cation p level and is pushed back more strongly. This small net change rests on equal couplings: with 2.0 eV for CdTe and 1.8 or 2.2 eV for HgTe the offset is 0.70 or 0.41 eV, so even the sign of the correction is not fixed. The Cd p level also depends on the basis; with def2-QZVP it lies at −1.27 eV and the offset for equal couplings is 0.57 eV.

*Overlap terms.* Orthogonalising the two orbitals symmetrically gives, to first order in S, the coupling V = H − S(E_p + E_d)/2. Since W = V − SΔ/2,

W²/Δ = V²/Δ − VS + S²Δ/4.

Keeping V²/Δ alone drops the other two terms. With the isolated-atom Δ throughout, the second-order offset then falls from 0.70 to 0.52 eV. The program takes the two energies inside V from the pair matrix instead, and finds 0.55 eV. A coupling should be used only with the formula for its own basis.

*Bond length.* Stretching the HgTe bond by 1% lowers its second-order shift by 0.10 eV, or 7%. The lattice constants differ by roughly 0.3%, which corresponds to about 0.03 eV.

*Interface dipole.* Let a charge δq per interface atom move through a quarter of the lattice constant a, with one atom per area a²/2. The potential step is

δq (a/4)/(ε₀ ε_r a²/2) = δq/(2 ε₀ ε_r a).

For δq = 0.01 e, a = 0.647 nm and a round ε_r of 7, this is 0.02 V, which moves the offset by 0.02 eV in a direction set by the sign of the transfer. The step is proportional to δq, so a transfer of 0.1 e would give 0.2 eV.

*Temperature.* The thermal energy at 77 K, the boiling point of liquid nitrogen, is 0.007 eV. It does not blur an offset of this size. Any temperature dependence of the levels themselves is outside the model.

*Te–Te overlap.* The p Bloch sum was given unit norm. Overlap between Te atoms reduces that norm to about 0.77 at Γ. At fixed W and Δ the shifts rise to 1.02 and 1.81 eV and the offset to 0.79 eV. The Te–Te Hamiltonian terms, which change Δ and W, are not included in this figure.

*Neighbour potential.* Adding the diagonal shifts of the pair matrix over four bonds lowers Δ by about 1.7 eV in both compounds and raises the offset to 0.85 eV at fixed W. The estimate is crude, since it ignores orthogonality to the neighbours' inner shells, but it shows that the isolated-atom Δ is uncertain at the level of an eV.

Self-consistent charge redistribution, three-centre terms, and a difference in Te site energy have not been sized. The last enters the offset directly, because the whole comparison is measured from that level.

**The real interface**

The bond length used here is close to that of both crystals. The depths Δ + δ built from isolated-atom local-density levels, 6.4 and 5.4 eV, are 3 to 4 eV shallower than observed (how much of this is the functional's error and how much comes from using atomic levels is not determined here), while the depths of 10.5 and 8.5 eV are round values within the measured ranges. The measured offset is roughly half an eV, with HgTe higher. The model gives about 0.35 eV with observed d depths and about 0.6 eV with local-density ones. It therefore accounts for the sign and the order of magnitude, but agreement within that range does not prove that p-d repulsion supplies the entire offset. Real structures also break the assumption of an abrupt interface: Hg and Cd can interdiffuse during growth or annealing. The step is then spread over a graded alloy. The difference between the end compounds remains if pure CdTe and HgTe survive on either side; if they do not, the available step shrinks with the composition difference, in proportion to it if the alloy's valence edge varies linearly.

**Consequences for modelling and measurement**

A device model of HgTe/CdTe wells or barriers should not set the valence offset to zero on the strength of the shared anion. A measured offset for the relevant composition and temperature is the better input.

If the offset is calculated, the cation d electrons should be treated as valence states. Freezing them loses only part of the push if the valence states are still kept orthogonal to them. Since W²/Δ = (W + ΔS)²/Δ − 2WS − ΔS², the last two terms come from orthogonality alone, and in this model a frozen d shell still gives an offset of 0.37 of the 0.62 eV at local-density levels and 0.30 of the 0.35 eV at observed depths. A pseudopotential that removes the d shell altogether retains the push only as far as the core potential imitates it. The calculated d depths should then be compared with photoemission before the offset is trusted. Near the local-density levels, an error of 1 eV common to both d shells changes the offset by 0.1 to 0.2 eV in the full two-level solution.

In photoemission from a heterojunction, the core-to-valence distances should be measured on each compound, and the core-level separation across the interface. Cation d levels are not strictly inert references, because their t2 members take part in the mixing that raises the valence edge. In this model, with the overlap kept and the d states at their observed depths, the resulting downward push is below 0.1 eV. Deeper core levels are less exposed to this.

For other pairs with a common anion, the quantity to compare is W²/Δ. The rule can be expected to hold, as far as p-d repulsion is concerned, when this quantity is nearly equal in the two compounds or small in both. Similar cation d shells are not enough if the bond lengths differ, because the coupling changes quickly with distance: a 1% longer bond lowered the HgTe shift by 7%. It is suspect when one cation has a much shallower or wider filled d shell than the other and the anion site is tetrahedral. The numerical output below lists the inputs and the main results.

Table of computed values

```
Bond length, both compounds: 0.280 nm; lattice constant 0.647 nm
Te 5p level: -6.10 eV; rms radius 0.1518 nm
--- CdTe
Cd d level: -11.69 eV; rms radius 0.0757 nm
Denominator E_p - E_d: 5.60 eV
Overlap sigma, pi: 0.0762, -0.0429
W sigma, pi: -0.991, 0.508 eV
Gamma sums: S = 0.1676, W = -2.105 eV
Upward shift, second order: 0.791 eV
Upward shift, full diagonalization: 0.783 eV
Rough d depth 10.5 eV gives shift: 0.440 eV
Cation p level (LDA virtual): -1.19 eV
--- HgTe
Hg d level: -10.06 eV; rms radius 0.0873 nm
Denominator E_p - E_d: 3.97 eV
Overlap sigma, pi: 0.0970, -0.0608
W sigma, pi: -1.129, 0.600 eV
Gamma sums: S = 0.2230, W = -2.428 eV
Upward shift, second order: 1.486 eV
Upward shift, full diagonalization: 1.399 eV
Rough d depth 8.5 eV gives shift: 0.762 eV
Cation p level (LDA virtual): -1.15 eV
--- Offset, HgTe above CdTe if positive
Offset, second order: 0.695 eV
  part from smaller denominator alone: 0.325 eV
  part from larger coupling alone: 0.262 eV
  joint part: 0.108 eV
Offset, full diagonalization: 0.616 eV
Offset with rough d depths: 0.322 eV
Largest octahedral p-d overlap sum: 0.0e+00
--- Sizes of neglected effects
Spin-orbit inputs: Te p 0.6, Cd d 0.25, Hg d 0.7 eV
Offset with spin-orbit (full): 0.570 eV
Offset with cation p, coupling 2.0 eV (full): 0.555 eV
Offset with symmetric orthogonalisation, V^2/gap only: 0.553 eV
HgTe shift change for 1% longer bond: -0.1002 eV
Dipole step, 0.01 e per interface atom, eps_r 7: 0.020 eV
Thermal energy at 77 K: 0.0066 eV
```
